# Position-dependent diffusivity from restrained runs and rate matrices: lag-time biases: test program

```python
"""Two estimators of a position-dependent diffusivity D(x), and their biases.

Restrained run: D_R = var^2 / integral of the autocovariance C(t).
  Claim: integral C dt = integral J^2/(D p) dx, J(x) = int_x^inf (y-mean) p dy,
  hence D_R = 1/<1/D> for a Gaussian window density p.
Rate matrix (Hummer): bins of width h, rates D_edge/h^2 * sqrt(P_to/P_from),
  likelihood = product of [exp(t R)]_ij ** N_ij for pairs at lag t.
  Claim for uniform D: D_B = D + (h^2/12 - D*tau_v)/t at large lag t and
  D_B = h*sigma(t)/(sqrt(2 pi) t) at small lag; sigma^2 = mean square
  displacement, tau_v = velocity memory time.
Units: eV, angstrom (A), ps.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, simpson, trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import ive, ndtr

kT, length, barrier, spring = 0.025, 10.0, 0.025, 0.25
D0, modulation, tau_v = 0.5, 0.6, 0.1
lags = [0.05, 0.2, 1.0, 5.0, 20.0]


def diffusivity(x):
    return D0 * (1 + modulation * np.cos(np.pi * x / length))


def constant_D(x):
    return D0 + 0 * x


def free_energy(x):
    return barrier * np.sin(np.pi * x / length) ** 2


def symmetric_generator(d_edge, ln_p, width):
    """Detailed-balance chain, symmetrized with the square root of p."""
    hop = d_edge / width**2
    r = np.exp(0.5 * np.diff(ln_p))
    diag = np.zeros(len(ln_p))
    diag[:-1] -= hop * r
    diag[1:] -= hop / r
    return np.diag(diag) + np.diag(hop, 1) + np.diag(hop, -1)


# ---------- fine grid: reference dynamics ----------
cells = 500
dx = length / cells
centre = (np.arange(cells) + 0.5) * dx
fine_edge = np.arange(1, cells) * dx


def fine_modes(energy, d_function):
    ln_p = -energy(centre) / kT
    w, v = np.linalg.eigh(
        symmetric_generator(d_function(fine_edge), ln_p, dx))
    g = np.exp(0.5 * (ln_p - ln_p.max()))
    return w, v, g / np.linalg.norm(g)


class Window:
    """Autocovariance of a restrained run from the spectrum."""

    def __init__(self, energy, d_function):
        w, v, g = fine_modes(energy, d_function)
        delta = centre - np.sum(g**2 * centre)
        self.var = np.sum(g**2 * delta**2)
        self.weight = (v.T @ (g * delta))[:-1] ** 2
        self.rate = -w[:-1]
        self.D = self.var**2 / np.sum(self.weight / self.rate)

    def cutoff(self, T):
        part = -np.expm1(-self.rate * T) / self.rate
        return self.var**2 / np.sum(self.weight * part)

    def stride(self, step):
        times = step * np.arange(int(20 / step) + 3)
        c = self.weight @ np.exp(-np.outer(self.rate, times))
        return self.var**2 / (step * (c.sum() - 0.5 * c[0]))


def window_quadrature(energy, d_function, low, high):
    """D_R and the mean of D from the integral formula."""
    x = np.linspace(low, high, 8001)
    p = np.exp(-(energy(x) - energy(x).min()) / kT)
    p /= trapezoid(p, x)
    delta = x - trapezoid(x * p, x)
    J = -cumulative_trapezoid(delta * p, x, initial=0)
    var = trapezoid(delta**2 * p, x)
    total = trapezoid(J**2 / (d_function(x) * p), x)
    return var**2 / total, trapezoid(d_function(x) * p, x)


print(f"kT = {kT} eV, barrier = {barrier} eV, length = {length} A")
print(f"spring = {spring} eV/A^2, D0 = {D0} A^2/ps, modulation = {modulation}")
s2 = kT / spring
print(f"harmonic window variance = {s2:.4f} A^2, tau = {s2/D0:.4f} ps")

print("Restrained runs, A^2/ps: x(A), D(x), D_R spectrum, D_R integral, <D>")
windows = {}
for x0 in (2.0, 5.0, 8.0):
    def restrained(x, x0=x0):
        return free_energy(x) + 0.5 * spring * (x - x0) ** 2
    win = Window(restrained, diffusivity)
    reach = 6 * np.sqrt(s2)
    formula, mean_D = window_quadrature(
        restrained, diffusivity, x0 - reach, x0 + reach)
    assert abs(win.D / formula - 1) < 2e-3      # grid error of order dx^2
    assert formula < mean_D
    windows[x0] = win
    print(f"  {x0:.0f}  {diffusivity(x0):.5f}  {win.D:.5f}"
          f"  {formula:.5f}  {mean_D:.5f}")


# Gaussian density: harmonic mean, and its expansion for a narrow window
def pure_harmonic(x):
    return 0.5 * spring * (x - 3.0) ** 2


harm = Window(pure_harmonic, diffusivity)
nodes, node_w = np.polynomial.hermite_e.hermegauss(40)
node_w = node_w / node_w.sum()
harmonic_mean = 1 / np.sum(node_w / diffusivity(3 + np.sqrt(s2) * nodes))
assert abs(harm.D / harmonic_mean - 1) < 2e-3
q = np.pi / length
D3 = diffusivity(3.0)
slope = -D0 * modulation * q * np.sin(3 * q)
curve = -D0 * modulation * q**2 * np.cos(3 * q)
narrow = 0.01
shift = 1 / np.sum(node_w / diffusivity(3 + np.sqrt(narrow) * nodes)) - D3
assert abs(shift / (narrow * (curve / 2 - slope**2 / D3)) - 1) < 0.02
print(f"Gaussian window at 3 A: D = {D3:.5f}, D_R = {harm.D:.5f},"
      f" 1/<1/D> = {harmonic_mean:.5f}")


# anharmonic window with constant D: estimate must fall below D
def double_well(x):
    return 3 * kT * ((x - 5) ** 2 - 1) ** 2


dw = Window(double_well, constant_D)
dw_formula, _ = window_quadrature(double_well, constant_D, 3.0, 7.0)
assert abs(dw.D / dw_formula - 1) < 5e-3 and dw.D < 0.99 * D0
print(f"double well of 3 kT, constant D: D_R/D = {dw.D/D0:.4f}")

# cutoff and stride laws against the spectrum of a harmonic window
flat = Window(lambda x: 0.5 * spring * (x - 5) ** 2, constant_D)
tau = s2 / D0
for time in (0.05, 0.2, 0.6):
    assert abs(flat.cutoff(time) * -np.expm1(-time / tau) / D0 - 1) < 3e-3
    law = D0 * 2 * tau / time * np.tanh(time / (2 * tau))
    assert abs(flat.stride(time) / law - 1) < 3e-3
print("Window at 5 A: time(ps), D_R if cut there, D_R if stride (A^2/ps)")
for time in lags:
    high, low = windows[5.0].cutoff(time), windows[5.0].stride(time)
    assert high > windows[5.0].D * (1 - 1e-9) and low < windows[5.0].D
    print(f"  {time:5.2f}  {high:.5f}  {low:.5f}")

# ---------- inertia: constant friction ----------
v2 = D0 / tau_v
friction = 1 / tau_v
omega2 = v2 / s2
dt = 0.002
one_step = expm(np.array([[0, 1], [-omega2, -friction]]) * dt)
state, cov = np.array([1.0, 0.0]), []
for _ in range(4001):
    cov.append(s2 * state[0])
    state = one_step @ state
D_inertial = s2**2 / simpson(cov, dx=dt)
running = cumulative_trapezoid(cov, dx=dt)
assert abs(D_inertial / D0 - 1) < 1e-5
print(f"inertia: tau_v = {tau_v} ps, mass = {kT/v2:.4f} eV ps^2/A^2")
print(f"  complete integral D_R = {D_inertial:.5f},"
      f" lowest running value = {s2**2/running.max():.5f} A^2/ps")


def msd(t, memory):
    if memory == 0:
        return 2 * D0 * t
    return 2 * D0 * (t + memory * np.expm1(-t / memory))


moments = np.array([[0, 2, 0, 0], [0, -friction, 1, 0],
                    [0, 0, -2 * friction, 2 * friction * v2], [0, 0, 0, 0]])
for t in (0.03, 0.3, 3.0):
    direct = (expm(moments * t) @ np.array([0, 0, v2, 1]))[0]
    assert abs(direct / msd(t, tau_v) - 1) < 1e-9


def uniform_estimate(t, memory, h=1.0):
    """Likelihood maximum for uniform D with unlimited binned data."""
    sigma = np.sqrt(msd(t, memory))
    n = np.arange(int(9 * sigma / h) + 4)

    def tail(x):
        gauss = np.exp(-0.5 * (x / sigma) ** 2) / np.sqrt(2 * np.pi)
        return sigma * gauss - x * ndtr(-x / sigma)
    prob = (tail((n + 1) * h) - 2 * tail(n * h) + tail((n - 1) * h)) / h
    prob[1:] *= 2                               # both directions
    assert abs(prob.sum() - 1) < 1e-10
    keep = prob > 1e-14
    n, prob = n[keep], prob[keep]

    def score(z):
        ratio = (ive(np.abs(n - 1), z) + ive(n + 1, z)) / (2 * ive(n, z))
        return np.sum(prob * ratio) - 1
    guess = np.sum(prob * n**2)
    z = brentq(score, 0.3 * guess, 3 * guess, xtol=1e-14, rtol=1e-13)
    return z * h**2 / (2 * t)


h = 1.0
for memory in (0.0, tau_v):
    coefficient = h**2 / 12 - D0 * memory
    measured = 200 * (uniform_estimate(200.0, memory) - D0)
    assert abs(measured / coefficient - 1) < 0.04   # next order in 1/t
    print(f"1/t coefficient, tau_v = {memory} ps: fitted {measured:.5f},"
          f" law {coefficient:.5f} A^2")
short = uniform_estimate(1e-4, 0.0)
assert abs(short / (h * np.sqrt(D0 / (np.pi * 1e-4))) - 1) < 0.01
plateau = h * np.sqrt(v2 / (2 * np.pi))
assert abs(uniform_estimate(1e-3, tau_v) / plateau - 1) < 0.01
h_cancel = np.sqrt(12 * D0 * tau_v)
left_over = abs(uniform_estimate(20.0, tau_v, h_cancel) - D0)
assert left_over < 0.3 * abs(uniform_estimate(20.0, 0.0, h_cancel) - D0)
print(f"short-lag plateau = {plateau:.4f} A^2/ps,"
      f" cancelling bin = {h_cancel:.4f} A")
print("Uniform D, 1 A bins: lag(ps), D_B no inertia, D_B inertia (A^2/ps)")
for t in lags:
    print(f"  {t:5.2f}  {uniform_estimate(t, 0.0):.5f}"
          f"  {uniform_estimate(t, tau_v):.5f}")

# ---------- position-dependent rate matrix ----------
w_free, v_free, g_free = fine_modes(free_energy, diffusivity)


def joint_probability(bins, t):
    blocks = (g_free[:, None] * v_free).reshape(bins, cells // bins, cells)
    b = blocks.sum(axis=1)
    return (b * np.exp(w_free * t)) @ b.T


def propagator(theta, bins, t):
    """theta = ln D at the inner edges, then ln P relative to bin 0."""
    ln_p = np.concatenate(([0.0], theta[bins - 1:]))
    gen = symmetric_generator(np.exp(theta[:bins - 1]), ln_p, length / bins)
    w, v = np.linalg.eigh(gen)
    g = np.exp(0.5 * ln_p)
    return ((v * np.exp(w * t)) @ v.T) * g[:, None] / g[None, :]


def log_likelihood(theta, Q, t):
    T = propagator(theta, len(Q), t)
    return np.sum(Q * np.log(np.maximum(T, 1e-15)))


def fit(Q, t):
    """Fisher scoring; returns the maximum and covariance for one pair."""
    bins = len(Q)
    occupation = Q.sum(axis=0)
    edges = np.arange(1, bins) * length / bins
    theta = np.concatenate((np.log(diffusivity(edges)),
                            np.log(occupation[1:] / occupation[0])))
    eps = 1e-3
    for _ in range(300):
        T = propagator(theta, bins, t)
        jac = []
        for unit in np.eye(len(theta)) * eps:
            jac.append((propagator(theta + unit, bins, t)
                        - propagator(theta - unit, bins, t)) / (2 * eps))
        jac = np.array(jac)
        ok = T > 1e-10
        safe = np.where(ok, T, 1.0)
        residual = np.where(ok, Q / safe - occupation, 0.0)
        grad = np.sum(jac * residual, axis=(1, 2))
        weight = np.where(ok, occupation / safe, 0.0)
        flat_jac = jac.reshape(len(theta), -1)
        fisher = (flat_jac * weight.ravel()) @ flat_jac.T
        step = np.linalg.solve(fisher, grad)
        step *= min(1.0, 1.0 / np.abs(step).max())
        old = log_likelihood(theta, Q, t)
        while (np.abs(step).max() > 1e-5
               and log_likelihood(theta + step, Q, t) < old - 1e-12):
            step = step / 2
        theta = theta + step
        if np.abs(step).max() < 1e-6:
            return theta, np.linalg.inv(fisher)
    raise AssertionError("likelihood fit did not converge")


bins, pairs = 10, 100000
true_edge = diffusivity(np.arange(1, bins) * length / bins)
print(f"true D at 2, 5, 8 A: {true_edge[1]:.4f} {true_edge[4]:.4f}"
      f" {true_edge[7]:.4f} A^2/ps")
print("Rate matrix: lag(ps), D_B at 2, 5, 8 A (A^2/ps), rms rel. bias,")
print(f"  relative width at 5 A for {pairs} pairs")
rms = []
for t in lags:
    theta, covariance = fit(joint_probability(bins, t), t)
    D_B = np.exp(theta[:bins - 1])
    rms.append(np.sqrt(np.mean((D_B / true_edge - 1) ** 2)))
    width = np.sqrt(covariance[4, 4] / pairs)
    print(f"  {t:5.2f}  {D_B[1]:.4f} {D_B[4]:.4f} {D_B[7]:.4f}"
          f"  {rms[-1]:.4f}  {width:.4f}")
assert rms[0] > rms[1] > rms[2] > rms[3]

# halving the bins must reduce the bias at fixed long lag
bias = []
for number in (10, 20):
    theta, _ = fit(joint_probability(number, 10.0), 10.0)
    stride = number // 10
    common = np.exp(theta[:number - 1])[stride - 1::stride]
    bias.append(np.sqrt(np.mean((common / true_edge - 1)[1:-1] ** 2)))
assert bias[0] > 2 * bias[1]
print(f"rms rel. bias at 10 ps, 2-8 A: 1 A bins {bias[0]:.5f},"
      f" 0.5 A bins {bias[1]:.5f}")

# ---------- finite data: posterior by Metropolis sampling ----------
rng = np.random.default_rng(7)
sample_lag = 5.0
Q = np.maximum(joint_probability(bins, sample_lag), 0)
counts = rng.multinomial(pairs, (Q / Q.sum()).ravel()).reshape(bins, bins)
peak, covariance = fit(counts / pairs, sample_lag)
covariance = covariance / pairs
root = np.linalg.cholesky(covariance) * 2.38 / np.sqrt(len(peak))
steps, burn = 40000, 4000
current, accepted = peak.copy(), 0
value = log_likelihood(current, counts, sample_lag)
trace = np.empty(steps)
for k in range(steps):
    trial = current + root @ rng.standard_normal(len(peak))
    trial_value = log_likelihood(trial, counts, sample_lag)
    if np.log(rng.random()) < trial_value - value:
        current, value, accepted = trial, trial_value, accepted + 1
    trace[k] = current[4]
trace = trace[burn:]
laplace = np.sqrt(covariance[4, 4])
# tolerances: a few hundred effectively independent posterior samples
assert abs(trace.std() / laplace - 1) < 0.3
assert abs(trace.mean() - peak[4]) < 0.5 * laplace
D_post = np.exp(trace)
print(f"posterior at 5 A, lag {sample_lag} ps: D = {D_post.mean():.4f}"
      f" +- {D_post.std():.4f} A^2/ps")
print(f"  width of ln D: sampled {trace.std():.4f}, Fisher {laplace:.4f};"
      f" acceptance {accepted/steps:.3f}")

bohr = const.physical_constants["atomic unit of length"][0]
atomic_time = const.physical_constants["atomic unit of time"][0]
to_atomic = (const.angstrom**2 / const.pico) / (bohr**2 / atomic_time)
print(f"at 5 A in atomic units: D_R = {windows[5.0].D*to_atomic:.4e},"
      f" posterior D = {D_post.mean()*to_atomic:.4e}")
print("no test failed")
```

It prints:

```
kT = 0.025 eV, barrier = 0.025 eV, length = 10.0 A
spring = 0.25 eV/A^2, D0 = 0.5 A^2/ps, modulation = 0.6
harmonic window variance = 0.1000 A^2, tau = 0.2000 ps
Restrained runs, A^2/ps: x(A), D(x), D_R spectrum, D_R integral, <D>
  2  0.74271  0.74227  0.74264  0.74311
  5  0.50000  0.49795  0.49819  0.50000
  8  0.25729  0.25568  0.25581  0.25689
Gaussian window at 3 A: D = 0.67634, D_R = 0.67427, 1/<1/D> = 0.67460
double well of 3 kT, constant D: D_R/D = 0.2243
Window at 5 A: time(ps), D_R if cut there, D_R if stride (A^2/ps)
   0.05  2.29938  0.49548
   0.20  0.79935  0.46171
   1.00  0.50181  0.20085
   5.00  0.49795  0.04079
  20.00  0.49795  0.01020
inertia: tau_v = 0.1 ps, mass = 0.0050 eV ps^2/A^2
  complete integral D_R = 0.50000, lowest running value = 0.46860 A^2/ps
1/t coefficient, tau_v = 0.0 ps: fitted 0.08395, law 0.08333 A^2
1/t coefficient, tau_v = 0.1 ps: fitted 0.03395, law 0.03333 A^2
short-lag plateau = 0.8921 A^2/ps, cancelling bin = 0.7746 A
Uniform D, 1 A bins: lag(ps), D_B no inertia, D_B inertia (A^2/ps)
   0.05  1.95792  0.85886
   0.20  1.08045  0.77500
   1.00  0.63228  0.58397
   5.00  0.52006  0.51011
  20.00  0.50444  0.50194
true D at 2, 5, 8 A: 0.7427 0.5000 0.2573 A^2/ps
Rate matrix: lag(ps), D_B at 2, 5, 8 A (A^2/ps), rms rel. bias,
  relative width at 5 A for 100000 pairs
   0.05  2.4591 1.8875 1.3753  3.2862  0.0330
   0.20  1.3958 1.0396 0.7397  1.3636  0.0249
   1.00  0.8802 0.6064 0.3994  0.3763  0.0211
   5.00  0.7779 0.5001 0.2849  0.0857  0.0276
  20.00  0.7476 0.4881 0.2689  0.0339  0.0494
rms rel. bias at 10 ps, 2-8 A: 1 A bins 0.02886, 0.5 A bins 0.00691
posterior at 5 A, lag 5.0 ps: D = 0.4996 +- 0.0141 A^2/ps
  width of ln D: sampled 0.0283, Fisher 0.0275; acceptance 0.248
at 5 A in atomic units: D_R = 4.3013e-05, posterior D = 4.3156e-05
no test failed
```
